# Hydrogenic stability: why Heisenberg's variance inequality fails and what proves it, part 2

Does Heisenberg's inequality alone prove that the hydrogenic atom is stable, that is, that one finite number lies below the energy of every state? In hartree atomic units, $H=\tfrac12\mathbf p^2-Z/r$ with a fixed point nucleus of charge $Z$. For normalised $\psi$ with $\nabla\psi$ square integrable, $T=\tfrac12\langle p^2\rangle$, $I=\langle1/r\rangle$ and $E=T-ZI$.

For smooth, rapidly decreasing $\psi$, real $\lambda$ and $\mathbf F=\mathbf r/r^k$ with $k=0,1,2$,
$$0\le\|\nabla\psi+\lambda\mathbf F\psi\|^2=\langle p^2\rangle+\lambda^2\langle F^2\rangle-\lambda\langle\nabla\!\cdot\!\mathbf F\rangle. \tag{1}$$
$$\nabla\!\cdot\!(\mathbf r\,r^{-k})=3r^{-k}-k\,r^{-k}=(3-k)\,r^{-k}. \tag{2}$$
Cutoff and convolution give smooth approximations to a general $\psi$, converging in norm together with their gradients.

With $k=0$, centring at $\langle\mathbf r\rangle$ and $\langle\mathbf p\rangle$, and $\sigma^2=\langle r^2\rangle-|\langle\mathbf r\rangle|^2$,
$$T\ge K_H\equiv\frac{9}{8\sigma^2}. \tag{3}$$

The questioner's original argument took $9/(8R^2)-Z/R$, with $R^2=\langle r^2\rangle$, as a floor. It fails because
$$I\ge\frac{1}{\sqrt{\langle r^2\rangle}} . \tag{4}$$
Indeed $\psi\propto e^{-Zr}$ has $E=-Z^2/2$, below the supposed floor $-2Z^2/9$.

Keeping the exact attraction gives $E\ge E_H\equiv K_H-ZI$. For $\psi_t(\mathbf r)=t^{-3/2}\psi(\mathbf r/t)$,
$$\min_tE_H[\psi_t]=-\frac{Z^2I^2}{4}\cdot\frac{8\sigma^2}{9}=-\frac29Z^2\kappa^2,\qquad\kappa\equiv\sigma I. \tag{5}$$

But $\kappa$ is unbounded. With $g_s(\mathbf r)=(\pi s^2)^{-3/4}e^{-r^2/2s^2}$ and $0<w<1$, the split state (core width $a$, lump width $b$, distance $L$) is
$$\psi(\mathbf r)=\sqrt w\,g_a(\mathbf r)+i\sqrt{1-w}\,h(\mathbf r),\qquad h(\mathbf r)=g_b(\mathbf r-L\mathbf e_z). \tag{6}$$
$$\sigma_x^2=\sigma_y^2=\tfrac12[wa^2+(1-w)b^2],\qquad\sigma_z^2=\sigma_x^2+w(1-w)L^2, \tag{7}$$
$$\sigma^2=\tfrac32[wa^2+(1-w)b^2]+w(1-w)L^2, \tag{8}$$
$$I=\frac{2w}{a\sqrt\pi}+(1-w)\frac{\operatorname{erf}(L/b)}{L},\qquad T=\frac{3w}{4a^2}+\frac{3(1-w)}{4b^2}. \tag{9}$$
As $a\to0$ with $w,b,L$ fixed, and $\sigma_0^2\equiv\tfrac32(1-w)b^2+w(1-w)L^2$,
$$E_H\le\frac{9}{8\sigma_0^2}-\frac{2Zw}{a\sqrt\pi}\;\longrightarrow\;-\infty. \tag{10}$$
Here $aE_H\to-2Zw/\sqrt\pi$, while $a^2E\to3w/4$, so the true energy rises to $+\infty$.

The example has $Z=1$, $w=1/2$, $b=1$ bohr, $L=10$ bohr. At its four widths $a=1,\,0.1,\,0.01,\,0.001$ bohr, $I=0.6142,\,5.6919,\,56.469,\,564.24$ bohr$^{-1}$.

**Q.** You separated the pieces along $z$ only. Heisenberg's inequality holds for each axis, and in $x$ and $y$ the distance $L$ does not help you.

**A.** The componentwise form is stronger, and it fails as well. Repeat the derivation of (1) for one component: $\|\partial_x\psi+\lambda x\psi\|^2=\langle p_x^2\rangle+\lambda^2\langle x^2\rangle-\lambda\ge0$, since $\partial_xx=1$. The choice $\lambda=1/(2\langle x^2\rangle)$ and the same centring give $\langle p_x^2\rangle\ge1/(4\sigma_x^2)$, so
$$T\ge K_c\equiv\sum_{i}\frac{1}{8\sigma_i^2}\ge K_H .$$
The last step is Cauchy–Schwarz: $9=\left(\sum_i\sigma_i\cdot\sigma_i^{-1}\right)^2\le\sigma^2\sum_i\sigma_i^{-2}$. But (7) gives $\sigma_i^2\ge(1-w)b^2/2$ on every axis, so $K_c\le3/[4(1-w)b^2]$ for all $a$, and $E_c=K_c-ZI$ obeys $aE_c\to-2Zw/\sqrt\pi$ like $E_H$.

In the example your objection does work at $a=1$ bohr. There $a=b$, $\sigma_x^2=0.5$ and $\sigma_z^2=25.5$ bohr$^2$, so $K_c=2/(8\times0.5)+1/(8\times25.5)=0.50490$ hartree out of $T=0.7500$, and $E_c=-0.1093$ hartree is still above $-0.5$. At $a=0.001$ bohr, $K_c$ has levelled off at $2/(8\times0.25)+1/(8\times25.25)=1.00495$ hartree. Along the four widths $E_c$ runs through $-0.1093$, $-4.6968$, $-55.464$ and $-563.23$ hartree.

This also shows that the lump need not be distant. The floor $\frac32(1-w)b^2$ survives at $L=0$. For the concentric state with $a=0.001$ bohr, $\sigma^2=0.7500$ bohr$^2$, $K_H=9/(8\times0.75)=1.5000$ hartree, $I=564.19+0.56=564.75$ bohr$^{-1}$, and $E_H=-563.25$ hartree. The distance makes $K_H$ small. The divergence needs only a second piece of fixed width and weight.

**Q.** Then apply Heisenberg to the core by itself. It gives $w\cdot9/(8\cdot\frac32a^2)=3w/(4a^2)$, which is the exact core kinetic energy.

**A.** It does so for this state, because we built it from two known Gaussians. A general $\psi$ comes with no division into pieces, so one has to cut it. A piece that reaches the nucleus may itself consist of a much tighter core and a wide remainder, with $\kappa$ as large as one likes. A piece confined to a shell $r_1<r<r_2$ has $\sigma\le r_2$ and $I\le1/r_1$, so $\kappa\le r_2/r_1$, but the cutting has a price. For real $\chi_j$ with $\sum_j\chi_j^2=1$ the cross terms cancel, because $\sum_j\chi_j\nabla\chi_j=0$, and $T=\sum_j\frac12\|\nabla(\chi_j\psi)\|^2-\frac12\langle\sum_j|\nabla\chi_j|^2\rangle$. Take shells of radius ratio 4, $\chi_j=\cos(\pi y_j/2)$ for $|y_j|<1$ and zero elsewhere, with $y_j=\log_2r-j$. The subtracted term is then $\frac12\left(\frac{\pi}{2\ln2}\right)^2\langle r^{-2}\rangle\approx2.57\langle r^{-2}\rangle$. For a spherical state, (3) applied to the pieces returns at most $\frac98\langle r^{-2}\rangle$ in total, since $1/\langle r^2\rangle\le\langle r^{-2}\rangle$ for each piece. With this partition the cost of cutting exceeds the gain. What is wanted is an inequality that bounds $I$ itself by $T$, with no variance in between.

**Q.** Does one exist that is as elementary as (3)?

**A.** It is (1) with $k=1$. For $\mathbf F=\hat{\mathbf r}$ we have $F^2=1$ and, by (2), $\nabla\!\cdot\!\mathbf F=2/r$, so
$$\|\nabla\psi+\lambda\hat{\mathbf r}\psi\|^2=\langle p^2\rangle+\lambda^2-2\lambda I\ge0. \tag{11}$$
Setting $\lambda=I$ gives $\langle p^2\rangle-I^2\ge0$, or
$$I\le\sqrt{2T}. \tag{12}$$
This is an upper bound on the attraction, the direction that (4) lacked. Setting $\lambda=Z$ and halving (11) gives $T+Z^2/2-ZI$ on the right, so
$$E+\frac{Z^2}{2}=\frac12\|\nabla\psi+Z\hat{\mathbf r}\psi\|^2\ge0. \tag{13}$$
To extend this to every $\psi$ of finite $T$, write (12) for an unnormalised smooth $f$ as $\|f/\sqrt r\|^2\le\|f\|\,\|\nabla f\|$. If smooth $\psi_n$ approach $\psi$ together with their gradients, as constructed earlier, this inequality applied to $f=\psi_n-\psi_m$ shows that $\psi_n/\sqrt r$ is a Cauchy sequence. Its limit agrees with $\psi/\sqrt r$ on every region $r>\delta$ and so equals it. Then $I$ converges along with the other terms of (11). No assumption on $\langle r^2\rangle$ is needed.

Equality in (13) requires $\nabla\psi=-Z\hat{\mathbf r}\psi$. Then $\nabla(e^{Zr}\psi)=e^{Zr}(\nabla\psi+Z\hat{\mathbf r}\psi)=0$, so $\psi\propto e^{-Zr}$. We computed $E=-Z^2/2$ for that function, so the bound is attained: the ground energy is $-Z^2/2$ and the ground state is unique up to a phase, spin being absent from $H$.

The split state respects (12). In the example $\sqrt{2T}$ is $1.2247$, $8.7034$, $86.607$ and $866.03$ bohr$^{-1}$, each above the corresponding $I$. As $a\to0$, (9) gives
$$\frac{I}{\sqrt{2T}}\to\frac{2w}{a\sqrt\pi}\cdot a\sqrt{\frac{2}{3w}}=\sqrt{\frac{8w}{3\pi}}<1,$$
and the last row has $564.24/866.03\approx0.65$. The difference between (3) and (12) lies in the divergence. The field $\mathbf r$ has $F^2=r^2$, which is large far away, and a constant divergence, so it sets $T$ against the far part of the density. The field $\hat{\mathbf r}$ is bounded, and its divergence is proportional to the Coulomb potential itself.

**Q.** That proof seems tailored to the Coulomb potential. Is the sharp form needed for stability?

**A.** No. Take $k=2$, with $F^2=1/r^2$ and $\nabla\!\cdot\!\mathbf F=1/r^2$. Then (1) reads $\langle p^2\rangle+(\lambda^2-\lambda)\langle r^{-2}\rangle\ge0$. The factor $\lambda^2-\lambda$ is lowest, $-1/4$, at $\lambda=1/2$, which gives Hardy's inequality
$$\langle r^{-2}\rangle\le4\langle p^2\rangle=8T, \tag{14}$$
extended to all finite-$T$ states by the same Cauchy argument applied to $\psi_n/r$. Cauchy–Schwarz gives $I^2=\langle1\cdot r^{-1}\rangle^2\le\langle r^{-2}\rangle$, so $I\le2q$ with $q=\sqrt{2T}$, and $E\ge\frac12q^2-2Zq\ge-2Z^2$ by the rule for the minimum of a quadratic. For $Z=1$ this bound is $-2$ hartree, four times the ground energy. It is not the value of any state's energy, but it is finite, which is all that stability asks.

**Q.** I grant that my argument is no proof. Still, it gave the correct verdict and the correct scales, $R\sim1/Z$ and $E\sim-Z^2$. Can it ever give the wrong verdict?

**A.** The scales come from dilation alone. For any fixed shape $E[\psi_t]=T/t^2-ZI/t$ has its minimum $-Z^2I^2/(4T)$ at $t=2T/(ZI)$, so an argument that balances $1/R^2$ against $Z/R$ must produce them. Whether the prefactor $I^2/(4T)$ is bounded over shapes is the content of (12), which caps it at $1/2$.

The verdict can be wrong. Replace the potential by $-\gamma/r^2$ with $\gamma>0$. Your argument gives $(9/8-\gamma)/R^2$ and predicts stability up to $\gamma=9/8$. By (14), $T-\gamma\langle r^{-2}\rangle\ge(1-8\gamma)T\ge0$ for $\gamma\le1/8$. For $\gamma>1/8$ take $f=r^{-\alpha}e^{-r}$ with $\alpha=\frac12-\eta$ and $0<\eta<\frac12$. Then $f'=-(\alpha/r+1)f$, and with $J_n=\int_0^\infty r^{\,n-1+2\eta}e^{-2r}dr$,
$$\int_0^\infty\left(\tfrac12f'^2-\frac{\gamma f^2}{r^2}\right)r^2dr=\left(\frac{\alpha^2}{2}-\gamma\right)J_0+\alpha J_1+\tfrac12J_2 .$$
All three integrals are finite, so $f$ has finite $T$. As $\eta\to0$, $J_1$ and $J_2$ stay bounded, $J_0\ge e^{-2}\int_0^1r^{-1+2\eta}dr=e^{-2}/(2\eta)$ diverges, and its coefficient stays below $\frac18-\gamma<0$. The energy is therefore negative for small $\eta$. Both terms scale as $1/t^2$ under dilation, so $t\to0$ sends it to $-\infty$. For $1/8<\gamma<9/8$ the Heisenberg argument predicts stability and this Hamiltonian has no lower bound. The example rests on the derivation just given and is not among the numerical tests.

**Q.** How far does (13) reach, and what has been checked numerically?

**A.** It holds for one electron in three dimensions with kinetic energy $p^2/2$ and a fixed point charge. It uses the quadratic kinetic energy in an essential way: by (12) the attraction grows at most as $\sqrt T$, while the cost grows as $T$. A relativistic kinetic energy grows only linearly in $|\mathbf p|$ and scales as $1/t$ at small $t$, like the Coulomb term, so this argument does not carry over to it. Nor does (13) address the stability of many electrons and nuclei.

The numerical check, with its output, integrates $\psi$ and its symbolically differentiated gradient on a two-dimensional grid and asserts agreement with (7) to (9) for overlapping, separated and concentric pieces; with the factor $i$ replaced by 1 the norm of the overlapping state departs from 1 by more than 0.1. It asserts (1) for $k=0,1,2$, together with (3), (4), (12), (14), $T\ge K_c\ge K_H$ and $E\ge-Z^2/2$, on twelve random two-Gaussian states with arbitrary relative phase. It also asserts (5) by minimising over rescaled states, (10) and the limits of $aE_H$, $aE_c$ and $a^2E$ at $a=10^{-4}$ bohr, and (13) at the four tabulated widths. A finite-difference solution of the radial equation for $l=0,1,2$ gives $-0.50000$ hartree as the lowest level for $Z=1$, and agrees with $-Z^2/2$ to within $10^{-5}Z^2$ hartree for $Z=1$ and $Z=3$. A finite set of states cannot establish an inequality for all states; that is done by (1).

**Q.** Then the step I have to give up is reading a small variance as the only way of being close to the nucleus. Half the electron can sit in a Gaussian core of width $a=0.001$ bohr around it while $\sigma^2$ stays at $25.75$ bohr$^2$, and (3) then charges $0.04369$ hartree for a state whose kinetic energy is $375000$ hartree.

**A.** Yes. In your original argument, replace "a cloud of size $R$" by the definition $1/R\equiv\langle1/r\rangle$. The potential energy is then exactly $-Z/R$, (12) becomes $T\ge1/(2R^2)$, and the minimum of $1/(2R^2)-Z/R$ is $-Z^2/2$ at $R=1/Z$. With that definition of size your argument is a proof, and the inequality that carries it is (12).

## Computed results

```
inputs: Z = 1, w = 0.5, b = 1 bohr, L = 10 bohr; 1 hartree = 27.2114 eV
ground energy, finite differences: -0.50000 hartree = -13.606 eV
naive minimum: R = 2.2500 bohr, E = -0.22222 hartree = -6.047 eV
Hardy bound: -2.0000 hartree
1s: <r^2> = 3.0000 bohr^2, I = 1.0000 1/bohr, 1/sqrt<r^2> = 0.5774 1/bohr
1s: E_H = -0.6250 hartree, kappa = 1.7321
variance floor = 25.7500 bohr^2, K_H ceiling = 0.04369 hartree
lump part of I = 0.05000 1/bohr, lump part of T = 0.3750 hartree
limits: a E_H -> -0.56419 hartree bohr, a^2 E -> 0.3750 hartree bohr^2
a = 1 bohr: var = 26.5000, var_x = 0.50000, var_z = 25.5000 bohr^2
  I = 0.6142, sqrt(2T) = 1.2247 1/bohr, kappa = 3.162
  K_H = 0.04245, K_c = 0.50490, T = 0.7500 hartree
  E_H = -0.5717, E_c = -0.1093, E = 0.1358 hartree
a = 0.1 bohr: var = 25.7575, var_x = 0.25250, var_z = 25.2525 bohr^2
  I = 5.6919, sqrt(2T) = 8.7034 1/bohr, kappa = 28.887
  K_H = 0.04368, K_c = 0.99505, T = 37.8750 hartree
  E_H = -5.6482, E_c = -4.6968, E = 32.1831 hartree
a = 0.01 bohr: var = 25.7501, var_x = 0.25002, var_z = 25.2500 bohr^2
  I = 56.4690, sqrt(2T) = 86.6069 1/bohr, kappa = 286.549
  K_H = 0.04369, K_c = 1.00485, T = 3750.3750 hartree
  E_H = -56.4253, E_c = -55.4641, E = 3693.9060 hartree
a = 0.001 bohr: var = 25.7500, var_x = 0.25000, var_z = 25.2500 bohr^2
  I = 564.2396, sqrt(2T) = 866.0258 1/bohr, kappa = 2863.203
  K_H = 0.04369, K_c = 1.00495, T = 375000.3750 hartree
  E_H = -564.1959, E_c = -563.2346, E = 374436.1354 hartree
a = 0.001 bohr: E_H = -15353 eV, E = 1.0189e+07 eV
E_H crosses -Z^2/2 at a = 1.1465 bohr
best core: a = 1.3293 bohr, core part = -0.21221, E = 0.11279 hartree
concentric L = 0, a = 0.001 bohr: var = 0.7500 bohr^2, I = 564.7538 1/bohr
  K_H = 1.5000, E_H = -563.2538, E = 374435.6212 hartree
```
